# Radiative collapse time of the classical hydrogen atom

## Problem

An electron moves on a circle of radius \(a_0\), the Bohr radius, about a proton. Treat the atom by classical mechanics and classical electrodynamics. The accelerated electron radiates, loses energy and spirals inward.

(a) How long does it take to reach the centre? Express the time through \(a_0\), the speed of light and the classical electron radius \(r_e\), and evaluate it.

(b) Where is the electron after 50, 90 and 99 per cent of that time, and how many revolutions does it make in all?

(c) Are the assumptions of a nearly circular orbit and of nonrelativistic motion good enough for the answer?

## Model and units

The proton is a fixed point charge. The electron is slow compared with light, and its energy loss per revolution is small, so that at each moment its orbit is nearly a circle of some radius \(r\). Part (c) examines these conditions.

The algebra uses atomic units, in which the electron mass, the elementary charge and \(\hbar\) equal 1. Lengths are then in units of \(a_0\), and the speed of light is \(c=1/\alpha=137.036\), where \(\alpha\) is the fine-structure constant. Electromagnetic formulas are in Gaussian form, so the potential energy is \(-1/r\). The classical electron radius is the length at which \(e^2/r\) equals \(mc^2\); in atomic units \(1/r_e=c^2\), or \(r_e=1/c^2\).

## Solution of (a)

### Energy of the orbit

On a circle, the Coulomb force supplies the centripetal acceleration:

\[
\frac{v^2}{r}=\frac{1}{r^2}
\quad\Rightarrow\quad
v^2=\frac1r,\qquad a=\frac{v^2}{r}=\frac1{r^2}.
\]

The energy is

\[
E=\frac{v^2}{2}-\frac1r=\frac1{2r}-\frac1r=-\frac1{2r}.
\]

A loss of energy makes \(E\) more negative and therefore \(r\) smaller. The speed \(r^{-1/2}\) then grows: the potential energy falls by twice the amount by which the kinetic energy rises, and the difference is radiated.

### Larmor's rate

Let a slow charge \(q\) rest until time zero, accelerate at the constant rate \(a\) for a short time \(\tau\), and then coast at speed \(u=a\tau\ll c\). Look at the field at a much later time \(t\). Beyond the distance \(ct\), no news of the motion has arrived, and the field lines point away from the old position. Within \(c(t-\tau)\), they point away from the present position, displaced by about \(ut\). Between the two regions lies a shell of thickness \(c\tau\), in which the lines must join.

To lowest order in \(u/c\), the field is isotropic about each centre, so a line at angle \(\theta\) to the acceleration inside joins a parallel line outside. The two are a perpendicular distance \(ut\sin\theta\) apart. In the shell, the ratio of transverse to radial field is therefore

\[
\frac{E_\perp}{E_r}=\frac{ut\sin\theta}{c\tau}
=\frac{at\sin\theta}{c}=\frac{aR\sin\theta}{c^2},
\qquad R=ct.
\]

Gauss's law applied across the shell boundary gives \(E_r=q/R^2\). Hence, in magnitude,

\[
E_\perp=\frac{qa\sin\theta}{c^2R}.
\]

This part falls as \(1/R\), more slowly than the Coulomb field, and carries energy to large distances. In an outgoing wave, the magnetic field has the same magnitude in Gaussian units and is perpendicular to \(E_\perp\), so the energy flux is \(cE_\perp^2/(4\pi)\). Integration over a sphere gives

\[
P=\frac{c}{4\pi}\int\frac{q^2a^2\sin^2\theta}{c^4R^2}\,R^2\,d\Omega
=\frac{q^2a^2}{4\pi c^3}\,2\pi\int_{-1}^{1}(1-\mu^2)\,d\mu ,
\]

where \(\mu=\cos\theta\). The last integral is \(4/3\), and therefore

\[
P=\frac{2q^2a^2}{3c^3}.
\]

A varying acceleration is a succession of short intervals, each with its own shell. The corrections for a moving charge are small when \(v/c\) is small. With \(q^2=1\) and \(a=1/r^2\),

\[
P=\frac{2}{3c^3r^4}.
\]

This rate was tested against the energy flux of the retarded fields of an orbiting charge. The flux exceeds Larmor's value by \(1.03\times10^{-4}\) of that value at \(r=1\) and by \(1.85\times10^{-4}\) at \(r=1/2\). The neglected relativistic factor, derived in part (c), accounts for excesses of about \(2v^2/c^2\), or \(1.07\times10^{-4}\) and \(2.13\times10^{-4}\). The computed flux falls short of these by about \(4\times10^{-6}\) and \(2.8\times10^{-5}\). This is the size expected from the numerical differentiation. A central difference of step \(h\) multiplies the derivative of a wave of wave number \(k=\omega/c\), with \(\omega=v/r\), by \(\sin(kh)/(kh)\approx1-(kh)^2/6\). Acting on both fields, it lowers the flux by up to about \((kh)^2/3\) of its value, which for \(h=0.5\) is \(4.4\times10^{-6}\) and \(3.6\times10^{-5}\).

### Integration along the shrinking orbit

The orbit loses energy at the rate \(P\). Differentiating \(E=-1/(2r)\) with respect to time gives

\[
\frac{dE}{dt}=\frac{1}{2r^2}\frac{dr}{dt}=-\frac{2}{3c^3r^4}.
\]

Multiplication by \(2r^2\) yields the inward drift,

\[
\frac{dr}{dt}=-\frac{4}{3c^3r^2}.
\]

The minus sign confirms that the orbit shrinks. Now multiply by \(3r^2\), which makes the left side the derivative of \(r^3\):

\[
\frac{d(r^3)}{dt}=-\frac4{c^3}
\quad\Rightarrow\quad
r^3=r_0^3-\frac{4t}{c^3}.
\]

The cube of the radius falls uniformly. Setting \(r=0\) gives the collapse time for an initial radius \(r_0\):

\[
T=\frac{c^3r_0^3}{4}.
\]

### Restoring the units

The atomic unit of speed is \(\alpha c\), where \(c\) now denotes the speed of light in ordinary units. The atomic unit of time is the time needed to cover \(a_0\) at that speed, \(a_0/(\alpha c)\). For \(r_0=a_0\), the result \(1/(4\alpha^3)\) atomic units becomes

\[
T=\frac{1}{4\alpha^3}\,\frac{a_0}{\alpha c}
=\frac{a_0}{4\alpha^4c}.
\]

Since \(r_e=\alpha^2a_0\), we have \(\alpha^4=r_e^2/a_0^2\), and so

\[
\boxed{T=\frac{a_0^3}{4r_e^2c}}
\]

With \(a_0=0.529177\) Å, \(r_e=2.81794\times10^{-5}\) Å and \(c=2.99792\times10^{18}\) Å/s,

\[
T=\frac{(0.529177)^3}{4\,(2.81794\times10^{-5})^2\,(2.99792\times10^{18})}\ \text{s}
=1.56\times10^{-11}\ \text{s}.
\]

To two figures, this is \(1.6\times10^{-11}\) s, or \(6.4\times10^5\) atomic units of time. A quadrature in SI units, starting from force balance, energy and Larmor's rate, gives the same time.

### Why dividing energy by power gives too long a time

At the start, the energy is \(-13.6\) eV and the radiated power is \(2.914\times10^{11}\) eV/s. Their ratio suggests a time

\[
\frac{|E_0|}{P_0}=\frac{13.606\ \text{eV}}{2.914\times10^{11}\ \text{eV/s}}
=4.67\times10^{-11}\ \text{s}.
\]

In atomic units, the same ratio is

\[
\frac{|E_0|}{P_0}=\frac1{2r_0}\,\frac{3c^3r_0^4}{2}
=\frac{3c^3r_0^3}{4}=3T.
\]

The order of magnitude is right, but the estimate makes two errors. It holds the power at its initial value, although the power grows as \(r^{-4}\). The energy \(|E_0|\) is also not the amount that must be lost: in the nonrelativistic model with a point nucleus, \(E\) has no lower bound. The fall nevertheless takes a finite time, as integration over energy shows. Let \(\varepsilon=|E|=1/(2r)\), so that \(r^{-4}=16\varepsilon^4\) and \(P=32\varepsilon^4/(3c^3)\). Then

\[
T=\int_{\varepsilon_0}^{\infty}\frac{d\varepsilon}{P}
=\frac{3c^3}{32}\int_{\varepsilon_0}^{\infty}\frac{d\varepsilon}{\varepsilon^4}
=\frac{c^3}{32\varepsilon_0^3}.
\]

Putting \(\varepsilon_0=1/(2r_0)\) returns \(c^3r_0^3/4\). Since \(\varepsilon_0/P_0=3c^3/(32\varepsilon_0^3)\), the result is \(\varepsilon_0/(3P_0)\): the factor of three comes from the integral of \(\varepsilon^{-4}\). In this model, the power grows so fast with binding energy that an unlimited amount is radiated in a limited time. The unlimited loss belongs to the nonrelativistic formulas: the relativistic orbital energy found in part (c) stays above \(-c^2\).

## Solution of (b)

Dividing the law for \(r^3\) by \(r_0^3\) and using \(T=c^3r_0^3/4\) gives

\[
\left(\frac r{r_0}\right)^3=1-\frac tT,
\qquad
r=r_0\left(1-\frac tT\right)^{1/3}.
\]

The energy follows from \(E=E_0r_0/r\). At half the collapse time, for example, \(r=0.5292\times0.5^{1/3}=0.420\) Å and \(E=-13.61\times0.5292/0.4200=-17.1\) eV.

| \(t/T\) | \(r\) (Å) | \(E\) (eV) |
|---:|---:|---:|
| 0 | 0.529 | −13.6 |
| 0.50 | 0.420 | −17.1 |
| 0.90 | 0.246 | −29.3 |
| 0.99 | 0.114 | −63.2 |

After half the time, the radius has shrunk by about a fifth. After 99 per cent of it, the electron is still at more than a fifth of its initial distance. The time is spent mainly at large radii, where the acceleration and the radiated power are small.

The angular frequency is \(\omega=v/r=r^{-3/2}\). To count revolutions, divide the angle by \(2\pi\) and replace \(dt\) by \((3c^3r^2/4)\,dr\), with the limits ordered so that the integral is positive:

\[
N=\int_0^T\frac{\omega}{2\pi}\,dt
=\frac{3c^3}{8\pi}\int_0^{r_0}r^{1/2}\,dr
=\frac{3c^3}{8\pi}\,\frac{2r_0^{3/2}}3
=\frac{c^3r_0^{3/2}}{4\pi}.
\]

For \(r_0=1\), this gives \(N=2.05\times10^5\). The initial period is \(1.520\times10^{-16}\) s, and \(T\) divided by it is \(1.02\times10^5\), half as many. The factor of two follows from the formulas: \(T/(2\pi)=c^3/(8\pi)\) at \(r_0=1\). The rising frequency doubles the number of turns.

## Solution of (c)

### Does the orbit stay nearly circular?

In the first revolution, the electron loses

\[
(2.914\times10^{11}\ \text{eV/s})(1.520\times10^{-16}\ \text{s})
=4.43\times10^{-5}\ \text{eV},
\]

about three millionths of its initial binding energy. The ratio of inward to orbital speed measures the departure from a circle:

\[
\frac{|dr/dt|}{v}=\frac4{3c^3r^2}\,r^{1/2}
=\frac4{3c^3r^{3/2}}.
\]

It is \(5.2\times10^{-7}\) at \(a_0\). At \(r=r_e=1/c^2\), the formula gives \(4/3\), so the picture of a slowly shrinking circle has failed there.

A small energy loss does not by itself show that the orbit remains circular, since an ellipse can have the same energy. Angular momentum gives a first check. A braking force \(F\) along the orbit that removes energy at the rate \(P\) satisfies \(Fv=P\). Its torque is \(-rF=-rP/v\), so

\[
\frac{dL}{dt}=-\frac{rP}{v}
=-r^{3/2}\,\frac{2}{3c^3r^4}
=-\frac{2}{3c^3r^{5/2}}.
\]

A circular orbit has \(L=rv=r^{1/2}\), whose time derivative is \(dL/dt=(dr/dt)/(2r^{1/2})\). Equating the two expressions gives \(dr/dt=-4/(3c^3r^2)\), the drift found from energy. This agreement holds for any force along a circular orbit, so it does not yet exclude a growing eccentricity. The eccentricity is the length of the vector \(\mathbf e=\mathbf v\times\mathbf L-\hat{\mathbf r}\). The Coulomb force leaves this vector constant, because it gives \(d(\mathbf v\times\mathbf L)/dt=(L/r^2)\,\hat{\boldsymbol\theta}=d\hat{\mathbf r}/dt\). On a circle \(\mathbf v\times\mathbf L=vL\,\hat{\mathbf r}\), and the braking force changes \(v\) at the rate \(-F\) and \(L=rv\) at the rate \(-rF\), so \(d\mathbf e/dt=-2Frv\,\hat{\mathbf r}\). The force has the same size all round the orbit while \(\hat{\mathbf r}\) turns at the rate \(\omega\), so this change averages to zero over a revolution. It leaves a rotating vector of length \(2Frv/\omega=2Pr^{5/2}=4/(3c^3r^{3/2})\), equal to the ratio of inward to orbital speed, plus a constant vector fixed by the start. For a start on an exact circle the two have equal length at first, and \(|\mathbf e|\) swings between zero and twice that ratio.

Whether the constant part grows slowly depends on how the force varies along a slightly eccentric orbit, and this needs one more step. The radiation-reaction force is \(\kappa=2/(3c^3)\) times the time derivative of the Coulomb acceleration \(-\mathbf r/r^3\). Its torque is \(-\kappa L/r^3\), and on average it removes energy at Larmor's rate \(\kappa/r^4\). For an ellipse of semi-major axis \(A\), \(E=-1/(2A)\), \(L^2=A(1-e^2)\) and \(e^2=1+2EL^2\). With \(r=A(1-e^2)/(1+e\cos\varphi)\) and \(dt=r^2d\varphi/L\), the time averages to order \(e^2\) are \(\langle r^{-3}\rangle\approx A^{-3}(1+3e^2/2)\) and \(\langle r^{-4}\rangle\approx A^{-4}(1+3e^2)\). Then

\[
\frac{d(e^2)}{dt}=2L^2\frac{dE}{dt}+4EL\frac{dL}{dt}
=2\kappa L^2\left(\frac{\langle r^{-3}\rangle}{A}-\langle r^{-4}\rangle\right)
\approx-\frac{3\kappa e^2}{A^3},
\]

while \(dA/dt=2A^2\,dE/dt\approx-2\kappa/A^2\). The ratio of the two rates gives \(e\propto A^{3/4}\): radiation damps a small eccentricity as the orbit shrinks.

This was also tested by integrating the planar equation of motion with a radiation-reaction force, without imposing a circle. The start was given the inward drift speed found above, which removes the constant part of \(\mathbf e\), so the run tests the rotating part. For this test, \(c\) was set to the model value 15, which strengthens the damping and shortens the spiral. From \(r=1\) to \(r=0.3\), the computed time is 820.971 atomic units, against 820.969 from the formula, and both give 224.443 revolutions. The eccentricity at the end is \(2.4\times10^{-3}\), as small as the ratio of inward to orbital speed there. Real hydrogen has a larger \(c\) and is even closer to a circle at the same radius.

### Does relativity change the time?

From \(v=r^{-1/2}\) and \(r_e=1/c^2\),

\[
\frac vc=\frac1{c\,r^{1/2}}=\left(\frac{r_e}{r}\right)^{1/2}.
\]

This is 0.0073 at \(a_0\) and reaches 0.1 at \(r=100\,r_e=2.8\times10^{-3}\) Å. The time left at any radius is \(T(r/r_0)^3\), which at this point is \(2.35\times10^{-18}\) s. The strongly relativistic end is therefore too short to matter.

The slight relativistic effect during the long early part can be found to leading order. Let \(\gamma=(1-v^2/c^2)^{-1/2}\) and \(w=1/(c^2r)=r_e/r\). On a relativistic circle, force balance is \(\gamma v^2/r=1/r^2\), so \(\gamma v^2/c^2=w\). Since \(v^2/c^2=1-1/\gamma^2\), this becomes

\[
\gamma-\frac1\gamma=w,
\qquad
\frac1\gamma=1-\frac w2+\frac{w^2}{8}+\cdots .
\]

The energy without the rest energy is

\[
E=c^2(\gamma-1)-\frac1r=c^2(\gamma-1-w)
=c^2\left(\frac1\gamma-1\right).
\]

With \(dw/dr=-1/(c^2r^2)\), its slope is

\[
\frac{dE}{dr}=c^2\left(-\frac12+\frac w4\right)\left(-\frac1{c^2r^2}\right)
=\frac1{2r^2}\left(1-\frac w2\right).
\]

In the frame moving momentarily with the electron, an acceleration perpendicular to the velocity is \(\gamma^2a\): transverse distances are unchanged, while time intervals shrink by \(\gamma\). The radiation in that frame carries no net momentum, so its energy and the emission time both acquire a factor \(\gamma\) in the laboratory, and the power is unchanged. Larmor's rate thus becomes \(P=2\gamma^4a^2/(3c^3)\). For small \(v/c\), \(\gamma^4\approx1+2v^2/c^2\), the factor used in the flux comparison above. Here \(a=v^2/r=1/(\gamma r^2)\), and so

\[
P=\frac{2\gamma^2}{3c^3r^4}
\approx\frac2{3c^3r^4}(1+w).
\]

Dividing the energy slope by the power and keeping first order in \(w\) gives

\[
\left|\frac{dt}{dr}\right|
\approx\frac{3c^3r^2}{4}\left(1-\frac{3w}{2}\right)
=\frac{3c^3}{4}\left(r^2-\frac{3r}{2c^2}\right).
\]

Integration from 0 to \(r_0\) yields

\[
T_{\text{rel}}\approx\frac{3c^3}{4}
\left(\frac{r_0^3}{3}-\frac{3r_0^2}{4c^2}\right)
=\frac{c^3r_0^3}{4}\left(1-\frac{9}{4c^2r_0}\right).
\]

The expansion fails near \(r_e\), but that region contributes a negligible time. For \(r_0=1\), the relative change is \(-1.2\times10^{-4}\), confirmed by quadrature of the unexpanded expressions down to \(r_e\). Relativity shortens the fall by about one part in eight thousand. This is smaller than the effect of holding the proton fixed. For a proton of mass \(M=1836\) and a separation \(r\), the energy of the circular orbit is still \(-1/(2r)\), but the second time derivative of the dipole moment is \((1+1/M)/r^2\). The power rises by \((1+1/M)^2\), and \(T\) changes by about \(-2/M=-1.1\times10^{-3}\), nine times the relativistic shift, to \(1.55\times10^{-11}\) s.

## Other starting points and nuclei

Because \(T\propto r_0^3\), doubling the initial radius multiplies the lifetime by eight. If the fall stops at a small radius \(r_f\), the time is reduced by the fraction \((r_f/r_0)^3\), so the size of the nucleus has little influence.

For a nucleus of charge \(Z\), force balance gives \(a=Z/r^2\) and \(E=-Z/(2r)\). The energy balance is then

\[
\frac{Z}{2r^2}\frac{dr}{dt}=-\frac{2Z^2}{3c^3r^4}
\quad\Rightarrow\quad
T=\frac{c^3r_0^3}{4Z}.
\]

At equal radius, a higher charge shortens the fall as \(1/Z\). If the initial radius also scales as \(r_0=1/Z\), the time is \(c^3/(4Z^4)\), provided that \(v/c=Z/c\) is still small at the start.

## What the result says about atoms

The collapse is slow by the standard of the orbital motion, with some two hundred thousand turns, yet very short by everyday standards. Classical physics therefore cannot account for a stable hydrogen atom. It also predicts light of steadily rising frequency,

\[
\omega=r^{-3/2}=r_0^{-3/2}\left(1-\frac tT\right)^{-1/2},
\]

instead of the sharp spectral lines of hydrogen.

The energies show where the classical description breaks down. At \(r_0=1\), the orbital frequency is \(\omega=1\), so a photon of that frequency would have energy \(\hbar\omega=1\) atomic unit, twice the initial binding energy, or 27.2 eV. Emission of a single such quantum would change the orbit completely, so the picture of a gradual spiral fails at this radius. In a large circular orbit, the quantum is only a small part of the binding energy, since \(\hbar\omega/|E|=2r^{-1/2}\) in atomic units, and a gradual loss then describes the average behaviour well. The time \(T\) is thus the lifetime of the classical model; the quantum ground state has no lower state to which it could decay by radiation.

The numerical output below gives the values used here and the comparisons behind them.

## Computed values

```
INPUTS
Bohr radius a0 = 0.529177 angstrom
classical electron radius r_e = 2.81794e-05 angstrom
speed of light = 2.99792e+18 angstrom/s
speed of light = 137.0360 atomic units
START OF THE FALL, r = a0
orbital energy = -13.6057 eV
radiated power = 2.9143e+11 eV/s
orbital period = 1.5198e-16 s
energy lost in first revolution = 4.429e-05 eV
naive time |E|/P = 4.6685e-11 s
COLLAPSE
T from formula = 1.55618e-11 s
T from SI quadrature = 1.55618e-11 s
T = 6.43345e+05 atomic units of time
revolutions, formula = 2.0478e+05
revolutions, quadrature = 2.0478e+05
COURSE OF THE FALL: t/T, radius (angstrom), energy (eV)
  0.50  0.4200  -17.14
  0.90  0.2456  -29.31
  0.99  0.1140  -63.15
LIMITS OF VALIDITY
v/c at a0 = 0.00730
inward/orbital speed at a0 = 5.181e-07
inward/orbital speed formula at r_e = 1.333
radius where v/c = 0.1: 2.8179e-03 angstrom
time left at that radius = 2.350e-18 s
relativistic shift of T, quadrature = -1.1982e-04
relativistic shift of T, -9/(4c^2) = -1.1982e-04
TESTS
field flux / Larmor power at r = a0: 1.000103
field flux / Larmor power at r = a0/2: 1.000185
spiral with model c = 15 atomic units, start r = 1:
  r, time, formula (atomic units), turns, formula
  0.8  411.751  411.750  76.398  76.398
  0.5  738.282  738.281  173.619  173.619
  0.3  820.971  820.969  224.443  224.443
eccentricity at r = 0.3: 2.40e-03
inward/orbital speed there = 2.4042e-03
inward/orbital speed, formula = 2.4043e-03
```
